# Which Pauli factors belong in a degenerate channel's linear Boltzmann mobility?

## Question

I am computing the low-field electron mobility of a 3 nm (001) silicon film at 300 K with $10^{13}$ electrons per cm². The gas is degenerate, so I multiplied each golden-rule rate by the probability $1-f_0(E')$ that the final state is empty, summed over final states, and took the inverse as the relaxation time. With acoustic phonons and one intervalley phonon I get about 1980 cm²/Vs. If I leave out all Pauli factors I get about 900 cm²/Vs. Worse, with elastic scattering alone the first recipe gives a mobility that keeps growing on cooling, even for a fixed scattering rate. An electron surely cannot enter an occupied state, so what is wrong with the vacancy factor?

## Answer

The factor $1-f_0(E')$ correctly gives the rate at which an electron leaves its state. The linear Boltzmann equation needs a different rate, the one at which a small *deviation* of the occupation decays. An extra electron in a state also blocks other electrons from arriving there, and that blocking helps to remove the deviation.

### Linearising the collision integral

Let $S(k,k')$ be the bare rate from state $k$ to state $k'$, without Pauli factors. Write $f=f(k)$ and $f'=f(k')$, so a prime marks the other state and never a derivative. The collision integral is arrivals minus departures:

$$C=\sum_{k'}\left[S(k',k)f'(1-f)-S(k,k')f(1-f')\right].$$

Put $f=f_0+f_1$, with $f_0$ the Fermi function of total energy, and keep first order in $f_1$:

$$f'(1-f)\to f_1'(1-f_0)-f_0'f_1,\qquad f(1-f')\to f_1(1-f_0')-f_0f_1'.$$

Collecting the terms in $f_1$ and in $f_1'$ gives

$$C_1=-f_1\sum_{k'}\left[S(k,k')(1-f_0')+S(k',k)f_0'\right]+\sum_{k'}f_1'\left[S(k',k)(1-f_0)+S(k,k')f_0\right].$$

The first bracket is the loss rate. Its first part is your departure rate. Its second part is the arrival traffic that one extra electron shuts out, and your recipe omits it.

Now let the scatterers be in equilibrium at temperature $T$, so that $S(k,k')/S(k',k)=e^{(E-E')/kT}$. Since $f_0/(1-f_0)=e^{(\mu-E)/kT}$, with $\mu$ the chemical potential, this is the detailed-balance relation

$$S(k,k')f_0(1-f_0')=S(k',k)f_0'(1-f_0).$$

Solve it for $S(k',k)f_0'$ and insert the result in the loss rate:

$$S(k,k')(1-f_0')\left[1+\frac{f_0}{1-f_0}\right]=S(k,k')\frac{1-f_0'}{1-f_0}.$$

In the second bracket of $C_1$, the same relation gives

$$S(k,k')f_0\left[\frac{1-f_0'}{f_0'}+1\right]=S(k,k')\frac{f_0}{f_0'}.$$

The linear collision term is therefore

$$C_1=-\sum_{k'}S(k,k')\left[\frac{1-f_0'}{1-f_0}f_1-\frac{f_0}{f_0'}f_1'\right].$$

The final-state vacancy is divided by the initial-state vacancy. If the phonon numbers change in proportion to a weak field, this term keeps its form, because the product of that change with $f_1$ is of second order. The collision integral of $f_0$ then no longer vanishes and adds a source term. If the phonons are far from equilibrium, detailed balance fails at zeroth order and the simplification itself is lost.

### Elastic events

For $E'=E$ we have $f_0'=f_0$, and both ratios equal one. Detailed balance also makes $S$ symmetric, and then no linearisation is needed:

$$f'(1-f)-f(1-f')=f'-f.$$

The products $ff'$ cancel for any occupation. Suppose $f_1=A(E)\cos\theta$ and $S$ depends on the scattering angle $\alpha$ evenly. Then $f_1'=A(\cos\theta\cos\alpha-\sin\theta\sin\alpha)$, the sine term sums to zero, and the relaxation rate is the bare momentum rate

$$\frac1\tau=\sum_{k'}S(k,k')(1-\cos\alpha).$$

This was tested far from equilibrium. A shell of states at one energy was given the occupation $0.6+0.3\cos\theta+0.05\cos2\theta$ and an angular scattering law $1+0.8\cos\alpha+0.1\cos2\alpha$. It was evolved in time with all factors $f(1-f')$ kept. Its momentum decayed at 1.000000 times the bare momentum rate, although more than half of the states were filled.

### Inelastic events

Here a factor survives. Take a phonon of energy $w$ and occupation $N=1/(e^{w/kT}-1)$. An electron at $E$ can emit and go to $E-w$, with weight $(N+1)[1-f_0(E-w)]$. The arrivals it blocks from $E-w$ come by absorption, with weight $Nf_0(E-w)$. Similarly, absorption has departure weight $N[1-f_0(E+w)]$ and blocked arrivals $(N+1)f_0(E+w)$. The sums are

$$\text{emission: }N+1-f_0(E-w),\qquad \text{absorption: }N+f_0(E+w).$$

The emission term exists when $E>w$, with $E$ measured from the subband bottom. Without Pauli factors one would have $N+1$ and $N$, so your second recipe is wrong too.

### From the rate to the mobility

Assume one parabolic, circular subband of in-plane mass $m$, and scattering that is independent of angle. Intervalley transfer here is to the opposite valley, which has the same in-plane mass and the same occupation. The arrival term then averages $f_1'\propto\cos\theta'$ to zero, and $1/\tau(E)$ is the loss rate itself.

A field $F$ along $x$ exerts the force $-eF$ on an electron. In the steady state

$$-eFv_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=eF\tau v_x\frac{\partial f_0}{\partial E}.$$

The mean velocity is $\sum v_xf_1/\sum f_0$. It is opposite to the field because $\partial f_0/\partial E<0$. The angular average of $v_x^2$ is $v^2/2=E/m$, and the constant 2D density of states cancels. The mobility $M$, the drift speed per field, is

$$M=\frac em\,\frac{\int_0^\infty E\,\tau(E)\left(-\partial f_0/\partial E\right)dE}{\int_0^\infty f_0\,dE}.$$

### Why your elastic mobility grows on cooling

Let $\tau$ be constant. Integration by parts gives $\int E(-\partial f_0/\partial E)dE=\int f_0\,dE$, so the correct result is $M=e\tau/m$.

Your recipe replaces $\tau$ by $\tau/(1-f_0)$. Because $-\partial f_0/\partial E=f_0(1-f_0)/kT$, the vacancy cancels in the integrand, and the mobility is multiplied by

$$R=\frac{\int_0^\infty Ef_0\,dE}{kT\int_0^\infty f_0\,dE}=\frac{-\mathrm{Li}_2(-e^\eta)}{\ln(1+e^\eta)},\qquad\eta=\frac{\mu}{kT}.$$

Here $\mathrm{Li}_2$ is the dilogarithm. The spurious factor is the mean kinetic energy divided by $kT$.

In the dilute limit $f_0\approx e^{\eta-E/kT}$, both integrals contribute $e^\eta$ and $R\to1$, so the mistake is harmless. In the degenerate limit the Sommerfeld expansion gives $\eta^2/2+\pi^2/6$ for the numerator and $\eta$ for the denominator:

$$R\approx\frac\eta2+\frac{\pi^2}{6\eta}.$$

At fixed density this diverges as $T\to0$, which is the growth you saw. For your film at 300 K, $R$ is 1.006 at $10^{11}$ cm⁻², 1.06 at $10^{12}$, 1.20 at $3\times10^{12}$ and 1.77 at $10^{13}$. At the last density and 77 K, $\eta=9.49$ and $R=4.92$; the two terms above give $4.75+0.17$.

### The rates in your film

I take an infinite square well of width $L=3$ nm, so $\psi^2=(2/L)\sin^2(\pi z/L)$. Summing over the phonon wavevector normal to the film brings in

$$\int\frac{dq_z}{2\pi}\left|\int\psi^2e^{iq_zz}dz\right|^2=\int\psi^4dz=\frac4{L^2}\cdot\frac{3L}8=\frac3{2L}.$$

The density of final states per area, for one spin and one valley, is $m/2\pi\hbar^2$.

For acoustic phonons in a volume $V$, the squared matrix element is $\Xi^2\hbar q/(2\rho v_sV)$ times the phonon factor. Here $\Xi$ is the deformation potential, $\rho$ the mass density and $v_s$ the sound speed. Emission plus absorption gives $2N_q+1\approx2kT/\hbar v_sq$, and $q$ drops out. For the intervalley phonon the squared element is $D^2\hbar^2/(2\rho wV)$ times $N$ or $N+1$, with coupling $D$. Multiplying each by $2\pi/\hbar$, by the density of states and by $3/2L$ gives

$$\Gamma_a=\frac{m\,kT\,\Xi^2}{\hbar^3\rho v_s^2}\frac3{2L},\qquad \Gamma_g=\frac{mD^2}{2\hbar\rho w}\frac3{2L}.$$

With $m=0.19$ free masses, $\Xi=12$ eV, $v_s=9000$ m/s, $\rho=2330$ kg/m³, $w=0.062$ eV and $D=1.1\times10^9$ eV/cm, the values are $\Gamma_a=5.986$ ps⁻¹, $\Gamma_g=5.506$ ps⁻¹ and $N=0.100$. The extra digits serve only to make the sums below easy to check.

The density is $n=g\,kT\ln(1+e^\eta)$, where $g=1.587\times10^{14}$ eV⁻¹cm⁻² includes two spins and two valleys. With $kT=0.02585$ eV, $n/(g\,kT)=2.44$, so $\eta=\ln(e^{2.44}-1)=2.35$ and $\mu=0.0606$ eV.

**At $E=0.040$ eV**, below the emission threshold, the occupation is 0.690. Departures run at 2.316 ps⁻¹ and blocked arrivals at 5.145 ps⁻¹. The loss rate is their sum, 7.461 ps⁻¹, so your recipe keeps less than a third of it. The short form agrees: $f_0(0.102\text{ eV})=0.168$, and $5.986+5.506(0.100+0.168)=7.46$. Without Pauli factors the rate is 6.54 ps⁻¹, which is too small.

**At $E=0.080$ eV**, emission leads to $0.018$ eV, where $f_0=0.839$, and absorption to $0.142$ eV, where $f_0=0.041$. The loss rate is

$$5.986+5.506\left[(1.100-0.839)+(0.100+0.041)\right]=8.20\ \text{ps}^{-1}.$$

Without Pauli factors it would be $5.986+5.506\times1.200=12.6$ ps⁻¹, which is too large.

### The three mobilities

| Rate used | Mobility (cm²/Vs) | Relative to correct |
|---|---|---|
| vacancy ratio (correct) | 1077 | 1 |
| final vacancy alone | 1982 | 1.84 |
| no Pauli factors | 903 | 0.84 |

Omitting the factors makes the rate too small for $E<w$, since $N<N+f_0(E+w)$, and too large for $E>w$, since $f_0(E+w)<f_0(E-w)$. The net mobility is too low, so the energies above threshold outweigh those below. With acoustic scattering alone, omitting the factors is correct and gives 1546 cm²/Vs, whereas final vacancy alone gives 2730.

As a test of the correct value, the original collision integral, with every product $f(1-f')$ kept, was placed on a grid of energies and six angles. It was differentiated numerically and solved in a weak field. With 6 and 12 energy points per phonon energy it gave 1076.90 and 1076.75 cm²/Vs, against 1076.7 from the integral for $M$.

### When is an acoustic phonon elastic?

Its energy must be small compared with $kT$; being small compared with $\mu$ is not enough. Let $x$ be the phonon energy divided by $kT$. At $E=\mu$, with both processes allowed, the loss weight is

$$2N+1-\left[f_0(\mu-w)-f_0(\mu+w)\right]=\coth\frac x2-\tanh\frac x2=\frac2{\sinh x}.$$

The last step uses $\cosh^2-\sinh^2=1$ and $2\sinh\frac x2\cosh\frac x2=\sinh x$. The elastic approximation has $2/x$ instead, so the ratio is $x/\sinh x\approx1-x^2/6$.

Summed over the acoustic phonons of your film, the loss rate at $\mu$ is 0.982 of its elastic value at 300 K. At 20 K, with the electron wavevector held fixed, it is 0.21 of the elastic value at that temperature. There the simple cancellation has failed. The arrival term must then be kept as well, because the scattering is no longer independent of angle. The same holds for polar optical phonons in III-V channels, whose coupling depends on angle: the vacancy ratio remains in the loss rate, but one must solve for $f_1$ with the arrival term included.

### How far this stands from a real film

The silicon parameters are rough typical values, and 1077 cm²/Vs is the mobility of this phonon model, not a prediction for a device. Measured mobilities in films this thin are generally lower. One assumption that real films break is uniform thickness. Unscreened thickness fluctuations of 0.3 nm rms and 1.5 nm correlation length, again rough values, lower the flat-well result to 944. The gate field distorts the flat well. Solving the Schrödinger and Poisson equations together for the lowest subband, with hard walls, changes the model result to about 1040 with one gate and about 1130 with two equal gates. The two effects do not simply add. One gate presses the electrons against its wall and roughly triples the sensitivity of the subband energy to the position of that wall. The same unscreened roughness at the gated wall then lowers the mobility to about 490. I have not sized interface charge or phonons of the gate insulator.

Other omissions:

- The electron gas screens the acoustic deformation potential, which the model ignores. Static screening with the dielectric constant of silicon, the wavevector-dependent polarisability at 300 K and the form factor of the film, at unchanged $\Xi$, would raise the mobility to about 1800; a constant Thomas–Fermi screening with the same form factor gives about 2100. This is the largest correction in this list, so a value of $\Xi$ has meaning only together with the treatment of screening.
- The next two subbands would each hold about 2 % of the electrons. Scattering into them, with $\mu$ held fixed, lowers the mobility to 1018.
- Nonparabolicity of about 0.5 eV⁻¹ raises the mass near $\mu$ by about 10 % when the confinement energy of 0.046 eV is counted along with the in-plane energy, and by about 6 % without it. The mass enters both the acceleration and the density of final states, and at fixed density the mobility of this model falls by about a fifth in the first case and by about a seventh in the second.
- Very frequent electron-electron collisions would force $f_1$ into the form of a rigidly shifted Fermi distribution. Momentum balance then averages $1/\tau$ instead of $\tau$, and gives 1054.
- The collision broadening is 0.006 eV, about a fifth of $kT$, so the sharp emission threshold is an idealisation.

Linearity in the field is also limited. An electron gains $kT$ over one mean free path of 38 nm at about 7 kV/cm, but heating sets in earlier. If the energy is lost only to the intervalley phonon, balancing gain and loss gives an electron temperature of about 305 K at 1 kV/cm and 320 K at 2 kV/cm. The result is meant for fields of about 1 kV/cm or less.

### Where your factor does belong

The sum $\sum S(k,k')(1-f_0')$ is the correct departure rate of an electron from an equilibrium gas. In a particle simulation, rejecting each attempted jump with probability $f'$ is right, provided $f'$ is the current occupation of the final state, because the attempts of all the other electrons are rejected by the same rule. The blocked arrivals are then counted automatically. With the fixed equilibrium value $f_0'$ in its place, they would be missed again. In a relaxation-time formula nothing else counts them, so they must be in the rate. The numerical output lists the remaining values.

## Calculated quantities

```
temperature 300 K, film thickness 3.0 nm
sheet density 1.0e+13 1/cm2
in-plane mass 0.190, normal mass 0.916 (free mass)
acoustic potential 12.0 eV, sound 9000 m/s
mass density 2330 kg/m3
g phonon 0.062 eV, coupling 1.10e+09 eV/cm
kT 0.02585 eV; mu 0.06063 eV; eta = mu/kT 2.345
density of states 1.587e+14 1/(eV cm2)
acoustic bare rate 5.986 1/ps
g-phonon rate prefactor 5.506 1/ps, N 0.1000
E 0.040 eV: occupation 0.6896
  departure 2.316, blocked arrival 5.145 1/ps
  linear loss rate 7.461, no Pauli factors 6.536 1/ps
E 0.080 eV: occupation 0.3210
  departure 5.569, blocked arrival 2.633 1/ps
  linear loss rate 8.201, no Pauli factors 12.593 1/ps
mobility, correct linear rate 1076.7 cm2/Vs
mobility, final vacancy alone 1981.7 cm2/Vs
mobility, no Pauli factors 903.5 cm2/Vs
ratios to correct: vacancy alone 1.841, none 0.839
grid solution, 6 points per phonon energy 1076.90 cm2/Vs
grid solution, 12 points per phonon energy 1076.75 cm2/Vs
grid shift -0.154 cm2/Vs
acoustic only: correct 1546.5, vacancy alone 2729.9 cm2/Vs
elastic error factor, 1e+11 1/cm2, 300 K: eta -3.702, factor 1.006
elastic error factor, 1e+12 1/cm2, 300 K: eta -1.288, factor 1.063
elastic error factor, 3e+12 1/cm2, 300 K: eta 0.074, factor 1.198
elastic error factor, 1e+13 1/cm2, 300 K: eta 2.345, factor 1.765
elastic error factor, 1e+13 1/cm2, 77 K: eta 9.494, factor 4.920, eta/2 4.747
displaced shell: mean occupation 0.60
  momentum decay rate / bare momentum rate 1.000000
acoustic loss rate at mu / elastic value: 300 K 0.9824
  same wavevector at 20 K 0.2073
second subband: gap 0.1368 eV, filling 2.10 %
primed subband: gap 0.1743 eV, filling 2.21 %
f phonon 0.059 eV, coupling 2.0e+08 eV/cm
mobility with scattering to upper subbands 1018.2 cm2/Vs
roughness rms 0.3 nm, length 1.5 nm
mobility with thickness fluctuations 944.1 cm2/Vs
nonparabolicity 0.5 1/eV: mass rise near mu 10.6 %
mobility, strong electron-electron limit 1053.5 cm2/Vs
collision broadening hbar*rate 0.00578 eV
mean free path at mu 38.1 nm
field giving kT per mean free path 6.8 kV/cm
```
